# The WKB tunnelling exponent of an exciton in an in-plane field

## Problem

An exciton in a two-dimensional semiconductor has a binding energy \(E_b=0.3\) eV and a reduced mass \(\mu=0.25\,m_0\), where \(m_0\) is the free-electron mass. A uniform in-plane field \(F=100\) V/µm pulls the electron and the hole apart.

(a) Neglect the electron–hole attraction outside a short-range binding region. Find the WKB exponent \(S\) for which the tunnelling probability contains the factor \(e^{-S}\), and evaluate it.

(b) Decide how sensitive the answer is to the input values and to the parabolic bands.

Two variations follow the solution. The first finds the prefactor that turns the exponent into a decay rate; the second restores the long-range attraction.

## Hints

1. The pair is neutral. Write the field energy in terms of \(x=x_h-x_e\) and see which mass belongs to this coordinate.
2. Measure energy from the edge of the free-pair continuum at zero field. The bound level is then at \(-E_b\), and the potential outside the well is \(-eFx\). Where does the barrier end?
3. The wave amplitude falls as \(\exp(-\int\kappa\,dx)\). The probability is its square.
4. In eV and nm, a field of 1 V/nm exerts a force of 1 eV/nm on one elementary charge, so very little conversion is needed.

## Solution

### The relative coordinate

Let \(M=m_e+m_h\), let \(\mathbf P\) be the total momentum, and let \(\mathbf p\) be the momentum conjugate to \(\mathbf r=\mathbf r_h-\mathbf r_e\). Then

\[
\mathbf p_e=\frac{m_e}{M}\mathbf P-\mathbf p,\qquad
\mathbf p_h=\frac{m_h}{M}\mathbf P+\mathbf p .
\]

In the kinetic energy the cross terms are \(-\mathbf P\cdot\mathbf p/M\) from the electron and \(+\mathbf P\cdot\mathbf p/M\) from the hole. They cancel, which leaves

\[
\frac{p_e^2}{2m_e}+\frac{p_h^2}{2m_h}
=\frac{P^2}{2M}+\frac{p^2}{2\mu},\qquad
\frac1\mu=\frac1{m_e}+\frac1{m_h}.
\]

With the field along \(+x\), the electron (charge \(-e\)) has energy \(+eFx_e\) and the hole has energy \(-eFx_h\). Their sum is \(-eFx\). The centre of mass therefore moves freely, and the internal motion obeys

\[
H=\frac{p^2}{2\mu}+V(r)-eFx .
\]

The reduced mass enters together with the full force \(eF\). This assumes isotropic parabolic bands and a field that is uniform over the pair.

### The barrier and its exponent

Outside the binding region we set \(V=0\). The potential lies above the level by

\[
-eFx-(-E_b)=E_b-eFx ,
\]

which falls to zero at

\[
d=\frac{E_b}{eF}.
\]

This is a triangular barrier of height \(E_b\) and width \(d\). For motion along the field, the Schrödinger equation inside it is \(\psi''=\kappa^2\psi\), with

\[
\kappa(x)=\sqrt{\frac{E_b-eFx}{C}}=\kappa_0\sqrt{1-\frac xd},\qquad
C=\frac{\hbar^2}{2\mu},\qquad \kappa_0=\sqrt{\frac{E_b}{C}} .
\]

The probability carries twice the amplitude exponent. Substituting \(t=1-x/d\), so that \(dx=-d\,dt\), gives

\[
S=2\int_0^d\kappa\,dx
=2\kappa_0d\int_0^1\sqrt t\,dt
=\frac43\kappa_0d
=\frac{4\sqrt{2\mu}\,E_b^{3/2}}{3\hbar eF}.
\]

### Numbers

The field is \(0.1\) V/nm, or 1 MV/cm, so \(eF=0.1\) eV/nm. For the given mass \(C=0.1524\) eV nm². Hence

\[
d=\frac{0.3}{0.1}=3.0\ \text{nm},\qquad
\kappa_0=\sqrt{\frac{0.3}{0.1524}}=1.403\ \text{nm}^{-1},
\]

\[
S=\frac43(1.403)(3.0)=5.61,\qquad e^{-S}=0.0037 .
\]

The answer to part (a) is \(S\approx5.6\). The amplitude exponent is half of this, 2.81.

WKB requires the decay length \(1/\kappa\) to change slowly, \(|d(1/\kappa)/dx|\ll1\). Since \(\kappa^2=(E_b-eFx)/C\), we have \(\kappa'=-eF/(2C\kappa)\), and at the start of the barrier

\[
\left|\frac{d}{dx}\frac1\kappa\right|_{x=0}
=\frac{eF}{2C\kappa_0^3}=\frac{2}{3S}=0.12 .
\]

The last form follows from \(S=4C\kappa_0^3/(3eF)\). The condition holds moderately well here. The parameter grows as \((1-x/d)^{-3/2}\) and reaches 1 at \(x\approx0.76\,d\), so the condition fails over the last quarter of the barrier, where \(\kappa\to0\); the Airy functions of Variation 1 treat that region without the WKB approximation. When the field is so strong that \(S\) approaches 1, the approximation has lost its basis.

### Sensitivity and band shape

Taking the logarithm of \(S\) and differentiating gives, for small changes,

\[
\frac{\delta S}{S}=\frac32\frac{\delta E_b}{E_b}
+\frac12\frac{\delta\mu}{\mu}-\frac{\delta F}{F}.
\]

A binding energy larger by 10%, with mass and field held fixed, multiplies \(S\) by \(1.1^{3/2}=1.154\), which adds 0.86. The factor \(e^{-S}\) then falls by a factor of about 2.4. A second decimal in \(S\) has little physical content unless the inputs are known much better than this.

Inside the gap the bands are not parabolic. Consider two symmetric bands with energies \(\pm\varepsilon\), where \(\varepsilon^2=(G/2)^2+\hbar^2v^2k^2\), \(G\) is the free-pair gap and \(v\) is a velocity. A pair state at depth \(D\) below the continuum edge has \(2\varepsilon=G-D\). Setting \(k=i\kappa\),

\[
\hbar^2v^2\kappa^2=\frac{G^2-(G-D)^2}{4}
=\frac{DG}{2}\left(1-\frac{D}{2G}\right).
\]

At small \(D\) this must reduce to \(C\kappa^2=D\), which fixes \(\hbar^2v^2=CG/2\). Therefore

\[
C\kappa^2=D\left(1-\frac D{2G}\right).
\]

With \(D=E_b-eFx\), the first-order relative reduction of \(S\) is

\[
\frac{\int_0^{E_b}\sqrt D\,\frac{D}{4G}\,dD}{\int_0^{E_b}\sqrt D\,dD}
=\frac{3E_b}{20G}.
\]

For \(G=2\) eV this is 2.3%. The full integral gives \(S=5.48\) in place of 5.61, so the exponential factor grows by about 14%.

The same dispersion also gives the exponent for creating new pairs across the whole gap, with \(D\) running from 0 to \(G\). The integral \(\int_0^G\sqrt{D(2G-D)}\,dD\) is the area of a quarter circle of radius \(G\), which is \(\pi G^2/4\). Thus

\[
S_{\rm bb}=\frac{2}{eF\sqrt{2GC}}\,\frac{\pi G^2}{4}
=\frac{\pi G^{3/2}}{2\sqrt{2C}\,eF}=80 .
\]

In this uniform, defect-free model, band-to-band tunnelling is negligible beside dissociation.

## Variation 1: from exponent to rate

**Question.** The pair is bound by a zero-range well in the plane. What is its decay rate in a weak field?

**Solution.** Write the resonance energy as \(E-i\Gamma/2\), so that the population decays as \(e^{-\Gamma t/\hbar}\). A zero-range well supports a state when the Green function at the origin, without the well, equals a constant set by the well strength. That constant is the same with and without the field. In the plane each Green function diverges at short distance, but their difference is finite, so the condition is

\[
\int_{-\infty}^{\infty}\frac{dk}{2\pi}
\left[g_F(Ck^2-E)-g_0(Ck^2+E_b)\right]=0 .
\]

Here \(E\) is allowed to be complex, \(k\) is the momentum across the field divided by \(\hbar\), and \(g(W)\) is the one-dimensional Green function at \(x=0\) for a level at depth \(W\). It solves

\[
-Cg''+(W-eFx)g=\delta(x).
\]

Without the field, \(g\) is proportional to \(e^{-q|x|}\) with \(q=\sqrt{W/C}\). The jump of slope at the origin gives \(g_0=1/(2Cq)\).

With the field, define \(a=(eF/C)^{1/3}\) and \(z=(W-eFx)/(Ca^2)\). The homogeneous equation becomes Airy's equation. The solution \({\rm Ai}(z)\) decays on the left, and \({\rm Bi}(z)+i\,{\rm Ai}(z)\) is the outgoing wave on the right. Since \(dz/dx=-a\) and \({\rm Ai}\,{\rm Bi}'-{\rm Ai}'{\rm Bi}=1/\pi\), the slope condition gives, with \(z\) taken at \(x=0\),

\[
g_F=\frac{\pi}{Ca}\,{\rm Ai}(z)\left[{\rm Bi}(z)+i\,{\rm Ai}(z)\right].
\]

For large positive \(z\), with \(\zeta=\tfrac23z^{3/2}\), the standard asymptotic forms are \({\rm Ai}\approx e^{-\zeta}/(2\sqrt\pi z^{1/4})\) and \({\rm Bi}\approx e^{\zeta}/(\sqrt\pi z^{1/4})\). Because \(a\sqrt z=q\),

\[
g_F\approx\frac1{2Cq}\left[1+\frac i2e^{-S(W)}\right],\qquad
S(W)=2\zeta=\frac{4W^{3/2}}{3\sqrt C\,eF}.
\]

At \(W=E_b\) this is the exponent of part (a), now obtained from the solution of the wave equation.

Put \(E=-E_b+\delta\) and keep first order in \(\delta\) and in \(e^{-S}\). The real Stark shift, of order \(F^2\), is left out. It can exceed the width, but it changes \(S\) only by an amount proportional to \(F\), which is a relative correction of order \(1/S\) to the rate. Expanding \(g_0(Ck^2+E_b-\delta)\) and integrating with \(k=\kappa_0t\),

\[
\frac{\delta}{4\sqrt C}\int\frac{dk}{2\pi}\frac1{(Ck^2+E_b)^{3/2}}
=\frac{\delta}{4\pi CE_b},
\]

because \(\int(1+t^2)^{-3/2}dt=2\) over the whole line. In the imaginary part, states with transverse motion lie deeper under the barrier:

\[
S(E_b+Ck^2)\approx S+\frac{3S}{2}\frac{k^2}{\kappa_0^2}.
\]

For large \(S\) small \(k\) dominates, so \(q\approx\kappa_0\) in the denominator, and the Gaussian integral is \(\kappa_0\sqrt{2\pi/(3S)}\). The imaginary term is

\[
\frac i2\,\frac1{2\pi}\,\frac1{2C\kappa_0}\,
\kappa_0\sqrt{\frac{2\pi}{3S}}\,e^{-S}
=\frac{i}{8\pi C}\sqrt{\frac{2\pi}{3S}}\,e^{-S}.
\]

The two terms must sum to zero, so \(\delta=-\tfrac i2E_b\sqrt{2\pi/(3S)}\,e^{-S}\). With \(\Gamma=-2\,{\rm Im}\,\delta\),

\[
\Gamma\approx E_b\sqrt{\frac{2\pi}{3S}}\;e^{-S}.
\]

For the example this gives 0.67 meV. Solving the Airy condition numerically for the complex energy gives 0.54 meV, so the weak-field law is 23% too large relative to that solution. The ratio of the numerical width to the law is 0.899 at \(S=10\) and 0.950 at \(S=20\): the deviation halves when \(S\) doubles, as expected of a correction of order \(1/S\). The lifetime \(\hbar/\Gamma\) from the numerical solution is 1.2 ps.

## Variation 2: the attraction does not stop at the well

**Question.** Keep \(E_b\), \(\mu\) and \(F\), but let the electron and hole attract each other at all distances. Does \(S=5.6\) still describe the decay?

**Solution.** Start with a weak field and a Coulomb tail \(-A/x\) on the field axis, beyond a fixed inner distance \(x_0\). The height above the level becomes \(E_b-eFx-A/x\). Expanding the square root to first order in \(A\), the exponent changes by

\[
\Delta S\approx-\frac{A}{\sqrt C}\int_{x_0}^{d}
\frac{dx}{x\sqrt{E_b-eFx}}
=-\frac{A}{\sqrt{CE_b}}\int_{x_0/d}^{1}\frac{dt}{t\sqrt{1-t}}
\approx-\frac{A}{\sqrt{CE_b}}\ln\frac{4d}{x_0}.
\]

The last step uses the integral \(\ln[(1+s)/(1-s)]\) with \(s=\sqrt{1-x_0/d}\approx1-x_0/(2d)\). As \(F\to0\), \(S\) grows as \(1/F\) but \(\Delta S\) grows in size only as \(\ln(1/F)\). Within this estimate \(S\) remains the leading exponent, while the tail multiplies the rate by a power of \(1/F\).

At 100 V/µm the expansion is not available, because the barrier on the axis has gone. To see this, take the Rytova–Keldysh interaction of a polarizable sheet,

\[
V(r)=-\frac{e^2}{4\pi\varepsilon_0}\frac{\pi}{2r_0}
\left[{\bf H}_0\!\left(\frac{\epsilon r}{r_0}\right)
-Y_0\!\left(\frac{\epsilon r}{r_0}\right)\right],
\]

where \({\bf H}_0\) is a Struve function, \(Y_0\) a Bessel function of the second kind, \(r_0\) the screening length and \(\epsilon\) the relative permittivity of the surroundings. With \(r_0=4\) nm, a binding energy of 0.3 eV requires \(\epsilon=2.69\).

On the field axis at \(x>0\), \(V-eFx\) has its maximum at \(x=1.8\) nm, where it equals \(-0.416\) eV. The unshifted level at \(-0.300\) eV lies above this point. The two meet at 48 V/µm; at stronger fields a one-dimensional WKB integral along the axis towards positive \(x\), the escape side, has no forbidden region at the unshifted level.

The width must then come from the two-dimensional wave equation. Replacing \(r\) by \(re^{i\theta}\) turns the outgoing wave into a decaying one, so that the resonance becomes a normalizable eigenstate of

\[
H_\theta=-Ce^{-2i\theta}\nabla^2+V(re^{i\theta})-eFe^{i\theta}r\cos\varphi ,
\]

where \(\varphi\) is the angle from the field axis. The eigenvalue is the complex resonance energy. At 100 V/µm its real part is \(-0.339\) eV, still above the saddle, and

\[
\Gamma=48\ \text{meV},\qquad \frac{\hbar}{\Gamma}=0.014\ \text{ps}=14\ \text{fs}.
\]

Changing \(\theta\) from 0.50 to 0.60 rad altered this width by less than 2%. It is 89 times the zero-range width at the same binding energy, mass and field. The exponent of part (a) therefore does not give the rate of this exciton, even to order of magnitude, when combined with the zero-range prefactor.

The field dependence is also weaker. Halving the field to 50 V/µm doubles \(S\), so \(e^{-S}\) alone would lower \(\ln\Gamma\) by 5.6. In the screened model \(\Gamma\) falls to 2.3 meV, and \(\ln\Gamma\) falls by 3.1. A straight line drawn through \(\ln\Gamma\) against \(1/F\) in this range, and read with the triangular formula, would give too small a binding energy.

At 50 V/µm the axial barrier is already absent for the unshifted level, yet the width is less than 1% of the binding energy. The field also lowers the level, and 50 V/µm is only slightly above the 48 V/µm at which the barrier disappears for the unshifted level. At this field the real part of the resonance energy is \(-0.312\) eV, about 5 meV below the axial maximum of \(V-eFx\), so a barrier remains for the resonance itself. The saddle also confines the motion across the field: at its position \(x_s\) the transverse curvature is \(eF/x_s\), and the harmonic zero-point energy \(\tfrac12\sqrt{2CeF/x_s}\approx0.04\) eV raises the effective barrier further. At 100 V/µm the resonance lies above the saddle even with this estimate added.

### Real monolayers

The given binding energy and reduced mass lie roughly in the range of monolayer transition-metal dichalcogenides, whose exciton bindings are a few tenths of an eV; no particular compound is meant. An in-plane field of 1 MV/cm is strong for a lateral device: a freed carrier would gain the 2 eV gap energy over 20 nm without scattering. Impact ionization and breakdown lie outside the models used here, so the large band-to-band exponent does not show that such a field can be sustained. The attraction in such excitons is not short-ranged, as part (a) assumes. For the parameters above, including its long-range part shortens the model lifetime from 1.2 ps to 14 fs. The screened model still omits phonons, disorder, exchange, screening by free carriers and the non-uniform field near contacts, so its lifetime is a model value and not a prediction for a device. At 300 K, \(E_b/k_BT=11.6\), which makes the bare Boltzmann factor much smaller than \(e^{-5.6}\). That compares exponents; a comparison of thermal and field-driven rates would also need their prefactors. The main values used here are listed in the numerical output below.

## Computed results

```
binding energy: 0.300 eV
reduced mass: 0.250 m0
field: 100.0 V/um
field, converted: 1.000 MV/cm
force on one charge: 0.100 eV/nm
hbar^2/(2 mu): 0.15240 eV nm^2
barrier width: 3.000 nm
decay constant at the level: 1.4030 1/nm
WKB exponent S, closed form: 5.6121
WKB exponent S, quadrature: 5.6121
amplitude exponent S/2: 2.8061
factor exp(-S): 0.00365
zero-range pole/law at S=10: 0.8990
zero-range pole/law at S=20: 0.9500
zero-range width, weak-field law: 0.6695 meV
zero-range width, pole: 0.5440 meV
zero-range lifetime, pole: 1.2100 ps
screening length: 4.00 nm
tuned surrounding permittivity: 2.6947
saddle position: 1.779 nm
saddle energy: -0.4159 eV
field where saddle meets level: 47.69 V/um
screened resonance energy: -0.3385 eV
screened width at full field: 48.345 meV
screened lifetime: 0.0136 ps
screened/zero-range width: 88.87
half field: 50.0 V/um
screened width at half field: 2.2626 meV
log of width ratio, full/half field: 3.062
pair gap: 2.00 eV
S with two-band dispersion: 5.4841
band-to-band exponent: 80.47
temperature: 300.0 K
thermal energy: 0.02585 eV
binding/thermal energy: 11.60
```
